**Neutral Fermi level of a linear interface-state density**

The program tests the law $\delta\approx-(\pi^2/6)s(kT)^2$ for the shift $\delta$ of the neutral Fermi level, where $s$ is the relative slope of the interface-state density and $kT$ the thermal energy. It solves the neutrality condition over a finite gap by quadrature and root finding, and asserts agreement with the closed root at three temperatures and for both signs of the slope. For $s=2$ per eV at 300 K the output shows a shift of $-2.204$ meV, against $-2.199$ meV from the leading law. Further assertions cover the thermal integral, the charge added at fixed Fermi level, and the effects of an exponential density and of added curvature. For a contact with pinning factor $S=0.0995$, the program asserts that the shift is close to $(1-S)\delta$ and finds $-1.983$ meV. It also sizes neglected effects: depletion charge moves the level by $+2.29$ meV, and single occupation of localized states by $-17.92$ meV. Gap narrowing, computed from a rough input and an assumed fixed gap fraction, moves the neutral level by 16 meV relative to the valence edge.

## Numerical check

```python
# Result under test: interface states of density D(x) = D0 (1 + s x), with x the
# energy from the zero-temperature neutral Fermi level, keep their occupation
# when heated if the Fermi level moves by  delta = -(pi^2/6) s (kT)^2  (leading
# order), about 2 meV downward for s = 2 per eV at 300 K.
# Symbols: s relative slope (1/eV), kT thermal energy (eV), D0 density at x = 0,
# a = e^2 D0 d / eps0 dipole strength of a layer of thickness d, S = 1/(1+a).
# Energies are in eV; electron numbers are divided by D0 and so are also in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_ev = const.k / const.e
gap = 1.12               # eV, rough silicon-like value
neutral_height = 0.40    # eV above the valence edge, rough
valence, conduction = -neutral_height, gap - neutral_height
slope = 2.0              # 1/eV
temperature = 300.0      # K
kt = k_ev * temperature
density_cm = 1.0e14      # states per eV and cm^2, rough
layer_nm = 0.5           # nm, rough
nodes, weights = np.polynomial.legendre.leggauss(20)


def integrate(func, low, high):
    """Composite Gauss-Legendre rule with panels of at most 10 meV."""
    edges = np.linspace(low, high, int(np.ceil((high - low) / 0.01)) + 1)
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return float(np.sum(half * weights * func(middle + half * nodes)))


def excess(mu, thermal, density, low=valence, high=conduction, spin=1.0):
    """Electrons above the zero-temperature neutral filling, over D0."""
    def filled(x):
        return density(x) / (1.0 + np.exp((x - mu) / thermal) / spin)
    return integrate(filled, low, high) - integrate(density, low, 0.0)


def neutral_shift(thermal, density, **options):
    return brentq(lambda mu: excess(mu, thermal, density, **options),
                  -0.1, 0.1, xtol=1e-14)


def linear(s):
    return lambda x: 1.0 + s * x


def leading_law(s, thermal):
    return -np.pi**2 / 6 * s * thermal**2


def closed_root(s, thermal):
    return (-1 + np.sqrt(1 - np.pi**2 * s**2 * thermal**2 / 3)) / s


def tail_bound(s, thermal, mu):
    """Bound on the shift error from the finite gap; density near mu > 0.9."""
    total = 0.0
    for edge in (valence, conduction):
        size = abs(1 + s * edge) + abs(s) * thermal
        total += thermal * np.exp(-abs(edge - mu) / thermal) * size
    return total / 0.9


# The dimensionless thermal integral
thermal_integral = quad(lambda u: u * np.exp(-u) / (1 + np.exp(-u)), 0, 60)[0]
assert abs(thermal_integral - np.pi**2 / 12) < 1e-9

# Neutrality solved from its definition against the closed root
cases = []
for s, temp in ((2.0, 150.0), (2.0, 300.0), (2.0, 450.0), (-1.0, 300.0)):
    thermal = k_ev * temp
    assert min(1 + s * valence, 1 + s * conduction) > 0
    solved = neutral_shift(thermal, linear(s))
    bound = tail_bound(s, thermal, solved)
    assert abs(solved - closed_root(s, thermal)) < bound + 1e-12
    assert solved * s < 0
    cases.append((s, temp, solved))

shift = neutral_shift(kt, linear(slope))
first = leading_law(slope, kt)
correction = np.pi**2 * slope**2 * kt**2 / 12
assert abs(shift / first - 1) < 0.003
# The next term of the expansion is of the order of the correction squared
assert abs((shift / first - 1) - correction) < 5 * correction**2
assert 0.0015 < -shift < 0.0025

# Electrons added by heating if the Fermi level were held fixed
extra = excess(0.0, kt, linear(slope))
assert abs(extra / -first - 1) < 1e-5

# Contact with a dipole layer; the metal gives x = 0 at zero temperature
strength = (const.e * density_cm * 1e4 * layer_nm * 1e-9) / const.epsilon_0
pinning = 1 / (1 + strength)
contact = brentq(lambda x: x + strength * excess(x, kt, linear(slope)),
                 -0.1, 0.1, xtol=1e-14)
assert abs(contact / ((1 - pinning) * shift) - 1) < 0.003

# Shape of the density: exponential with the same relative slope
exponential = neutral_shift(kt, lambda x: np.exp(slope * x),
                            low=-20.0, high=5.0)
phase = np.pi * slope * kt
exponential_formula = np.log(np.sin(phase) / phase) / slope
assert abs(exponential - exponential_formula) < 1e-10

# Shape of the density: added curvature
curvature = 10.0         # 1/eV^2
curved = neutral_shift(kt, lambda x: 1 + slope * x + curvature * x**2)
curved_change = curved - shift
curved_estimate = -2 * curvature * first * np.pi**2 / 6 * kt**2
assert abs(curved_change / curved_estimate - 1) < 0.05

# Depletion charge of the semiconductor
donors_cm = 1.0e16       # per cm^3
bending = 0.5            # eV, rough
permittivity = 11.7 * const.epsilon_0    # rough silicon-like value
donors = donors_cm * 1e6
depletion = np.sqrt(2 * permittivity * donors * bending / const.e)
width = depletion / donors
drop = quad(lambda z: const.e * donors * (width - z * width) / permittivity
            * width, 0, 1)[0]
assert abs(drop / bending - 1) < 1e-9
depletion_ev = depletion * 1e-4 / density_cm
with_depletion = brentq(
    lambda x: x + strength * (excess(x, kt, linear(slope)) - depletion_ev),
    -0.1, 0.1, xtol=1e-14)
depletion_shift = with_depletion - contact
assert abs(depletion_shift / ((1 - pinning) * depletion_ev) - 1) < 0.01

# Gap narrowing, with the neutral level at a fixed fraction of the gap
narrowing = 0.045        # eV between 0 and 300 K, rough
gap_motion = narrowing * neutral_height / gap

# Localized states that hold at most one electron, of either spin
localized = neutral_shift(kt, linear(slope), spin=2.0)
spin_change = localized - shift
assert abs(spin_change + kt * np.log(2)) < 1e-8

print(f"input gap: {gap:.2f} eV")
print(f"input neutral level above valence edge: {neutral_height:.2f} eV")
print(f"input relative slope: {slope:.1f} per eV")
print(f"input temperature: {temperature:.0f} K")
print(f"input density D0: {density_cm:.1e} per eV cm2")
print(f"input dipole layer thickness: {layer_nm:.1f} nm")
print(f"relative density at valence edge: {1 + slope * valence:.2f}")
print(f"relative density at conduction edge: {1 + slope * conduction:.2f}")
print(f"thermal energy kT: {1e3 * kt:.3f} meV")
print(f"slope times kT: {slope * kt:.4f}")
print(f"thermal integral by quadrature: {thermal_integral:.6f}")
print(f"shift, leading law: {1e3 * first:.4f} meV")
print(f"shift, closed root: {1e3 * closed_root(slope, kt):.4f} meV")
print(f"shift, solved neutrality: {1e3 * shift:.4f} meV")
print(f"relative correction to leading law: {100 * correction:.2f} percent")
print(f"bound on gap-edge error: {1e3 * tail_bound(slope, kt, shift):.1e} meV")
for s, temp, solved in cases:
    print(f"solved shift, s = {s:+.0f} per eV, {temp:.0f} K: "
          f"{1e3 * solved:+.3f} meV")
print(f"extra electrons at fixed level: {extra * density_cm:.2e} per cm2")
print(f"dipole strength a: {strength:.2f}")
print(f"pinning factor S: {pinning:.4f}")
print(f"Fermi-level shift in the contact: {1e3 * contact:.3f} meV")
print(f"shift, exponential density: {1e3 * exponential:.4f} meV")
print(f"input added curvature: {curvature:.0f} per eV2")
print(f"change of shift by curvature: {1e3 * curved_change:+.3f} meV")
print(f"input donors: {donors_cm:.1e} per cm3")
print(f"input band bending: {bending:.1f} eV")
print(f"input relative permittivity: {permittivity / const.epsilon_0:.1f}")
print(f"depletion width: {1e9 * width:.0f} nm")
print(f"depletion charge: {depletion * 1e-4:.2e} e per cm2")
print(f"level change by depletion charge: {1e3 * depletion_shift:+.2f} meV")
print(f"input rough gap narrowing, 0 to 300 K: {1e3 * narrowing:.0f} meV")
print(f"neutral-level motion by narrowing: {1e3 * gap_motion:.0f} meV")
print(f"narrowing motion over thermal shift: {gap_motion / -shift:.1f}")
print(f"change for localized states: {1e3 * spin_change:+.2f} meV")
print("finished without a failed check")
```

Running it gives:

```
input gap: 1.12 eV
input neutral level above valence edge: 0.40 eV
input relative slope: 2.0 per eV
input temperature: 300 K
input density D0: 1.0e+14 per eV cm2
input dipole layer thickness: 0.5 nm
relative density at valence edge: 0.20
relative density at conduction edge: 2.44
thermal energy kT: 25.852 meV
slope times kT: 0.0517
thermal integral by quadrature: 0.822467
shift, leading law: -2.1987 meV
shift, closed root: -2.2036 meV
shift, solved neutrality: -2.2036 meV
relative correction to leading law: 0.22 percent
bound on gap-edge error: 1.5e-06 meV
solved shift, s = +2 per eV, 150 K: -0.550 meV
solved shift, s = +2 per eV, 300 K: -2.204 meV
solved shift, s = +2 per eV, 450 K: -4.972 meV
solved shift, s = -1 per eV, 300 K: +1.100 meV
extra electrons at fixed level: 2.20e+11 per cm2
dipole strength a: 9.05
pinning factor S: 0.0995
Fermi-level shift in the contact: -1.983 meV
shift, exponential density: -2.2006 meV
input added curvature: 10 per eV2
change of shift by curvature: +0.048 meV
input donors: 1.0e+16 per cm3
input band bending: 0.5 eV
input relative permittivity: 11.7
depletion width: 254 nm
depletion charge: 2.54e+11 e per cm2
level change by depletion charge: +2.29 meV
input rough gap narrowing, 0 to 300 K: 45 meV
neutral-level motion by narrowing: 16 meV
narrowing motion over thermal shift: 7.3
change for localized states: -17.92 meV
finished without a failed check
```
